\section*{The Nyquist Component in Spectral First and Second Derivatives, part 2}

A field of period $L$ is sampled at an even number $N$ of points, $x_j=\frac{jL}{N}$ with $j=0,1,\dots,N-1$, and differentiated by multiplying its Fourier coefficients $c_m$ by numbers $d_m$. The problem is which multiplier to use at the highest, or Nyquist, wave number. The samples $f_j=f(x_j)$ form the column vector $f$, and
\[
f_j=\sum_m c_m e^{ik_mx_j},\qquad k_m=\frac{2\pi m}{L},\qquad k_N=\frac{2\pi}{L}\,\frac N2=\frac{\pi N}{L}.
\]
Indices $m$ that differ by $N$ describe the same samples (aliasing), so the Nyquist index may be stored as $N/2$ or $-N/2$. The sawtooth $n$ has components $n_j=(-1)^j$, and its coefficient is $c_{N/2}=(n^Tf)/N$.

The multipliers define a matrix $D$. Renaming $m$ to $-m$ in its Fourier sum gives
\[
D\ \text{real}\quad\Longleftrightarrow\quad d_{-m}=d_m^* ,\qquad
D^T=-D\quad\Longleftrightarrow\quad d_{-m}=-d_m .
\]
A first derivative has $d_m=ik_m$ for $|m|<N/2$ and a Nyquist multiplier $s$. Antisymmetry requires $s=0$, which defines the real matrix $D_1$ (the "zeroed" derivative). The "raw" choices are $s=\pm ik_N$; for a real field in one dimension, the real part of the raw result equals $D_1f$.

The example is the potential
\[
V(x)=V_1\sin qx+A\cos(k_Nx+\varphi),\qquad q=\frac{2\pi}{L},
\]
with $L=0.8$ nm, $N=8$, $V_1=1$ V, $A=0.1$ V and $\varphi=60^\circ$, so that $k_N=31.416\ \mathrm{nm}^{-1}$. At $x_0=0$ the zeroed derivative misses 2.721 V/nm of the true electric field $-dV/dx$. The raw derivative with $s=-ik_N$ misses it too, and adds an imaginary part of 1.571 V/nm that alternates in sign from point to point. In a separate eight-point example, the samples of $1+0.5\cos qx$ have no Nyquist component, but those of its cube root do.

\section{Second derivatives, kinetic energy and oblique cells}

The grid has $N$ points, $N$ even, in a period $L$; the wave numbers are $k_m=2\pi m/L$, with $q=2\pi/L$ and the Nyquist value $k_N=\pi N/L$. The sawtooth vector has components $n_j=(-1)^j$. A matrix with Fourier multipliers $d_m$ is real if and only if $d_{-m}=d_m^*$, and its transpose has multipliers $d_{-m}$. The first-derivative matrix $D_1$ has multipliers $ik_m$ for $|m|<N/2$ and zero at Nyquist. The samples $(-1)^j$ are interpolated by $w_\alpha(x)=\alpha e^{ik_Nx}+(1-\alpha)e^{-ik_Nx}$ for every $\alpha$, and the symmetric choice is $\alpha=\tfrac12$.

For a second derivative the multipliers are $-k_m^2$ for $|m|<N/2$. They are real and even in $m$, so they fulfil the condition for reality and also the condition $d_{-m}=d_m$ for a symmetric matrix. Symmetry is the property wanted here, since two integrations by parts give $\int gf''dx=\int g''f\,dx$ for periodic functions. Let $t$ be the Nyquist multiplier. Its partner is itself, so symmetry reads $t=t$ and restricts nothing, while reality reads $t=t^*$. Any real $t$ is allowed by these two properties, including both $-k_N^2$ and zero. The choice between them has to come from elsewhere, and the interpolants supply it. Differentiating twice brings down $(ik_N)^2$ from one exponential and $(-ik_N)^2$ from the other, and these are equal:
\begin{equation}
w_\alpha''(x)=-k_N^2w_\alpha(x),\qquad w_\alpha''(x_j)=-k_N^2(-1)^j
\quad\text{for every }\alpha .
\end{equation}
The sign ambiguity that made the slope undetermined has disappeared in the square. For a true component $A\cos(k_Nx+\varphi)$ the second derivative at the grid points is $-k_N^2A\cos\varphi\,(-1)^j$, which needs just the product $A\cos\varphi$ that the samples contain. This rests on the assumption that the sawtooth comes from waves at $\pm k_N$. If it comes from higher waves aliased onto the same samples, such as one at $3k_N$, the second derivative is wrong too.

In the model potential $V=V_1\sin qx+A\cos(k_Nx+\varphi)$, with $L=0.8$ nm, $N=8$, $V_1=1$ V, $A=0.1$ V and $\varphi=60^\circ$, the first term has no curvature at $x_0=0$, and
\begin{equation}
V''(0)=-k_N^2A\cos\varphi=-(31.416)^2(0.05)\ \mathrm{V/nm^2}=-49.35\ \mathrm{V/nm^2}.
\end{equation}
The spectral second derivative with the Nyquist term kept gives the same value. It also reproduces the true second derivative at the other grid points, whereas the slope of the same potential had lost a field of 2.721 V/nm.

Let $D_2$ be the matrix with $t=-k_N^2$. Applying $D_1$ twice squares its multipliers, which gives $(ik_m)^2=-k_m^2$ for $|m|<N/2$ but zero at Nyquist. The two second derivatives therefore differ by one term:
\begin{equation}
D_2=D_1^2-\frac{k_N^2}{N}\,nn^T .
\end{equation}
Here $nn^T/N$ is the projector on the sawtooth, since $n^Tn=N$. Multiplying by a real field from both sides and using $D_1^T=-D_1$, so that $f^TD_1^2f=-(D_1f)^T(D_1f)$, we find
\begin{equation}
f^TD_2f=-(D_1f)^T(D_1f)-\frac{k_N^2}{N}(n^Tf)^2 .
\end{equation}
Both terms are negative or zero. The identity $\int ff''dx=-\int(f')^2dx$ thus acquires an extra term on the grid, and this term has a simple origin. The function $\cos k_Nx$ has a nonzero mean square slope, but its slope vanishes at the grid points, where $D_1$ evaluates it. The extra term accounts for the slope that this sampling misses, with twice the weight of the continuous average: for $f=n$ its magnitude is $k_N^2N$, while $N$ times the period average of $(w_{1/2}')^2$ is $k_N^2N/2$. The factor of two arises because the sum over grid points samples $\cos^2k_Nx$ at its maxima, where it is one, while its average is one half. Relative to the norm taken in the same way, $N$ on the grid and $N/2$ by the average, both ratios equal $k_N^2$.

The two matrices also differ in what they annihilate. A multiplier of $D_2$ vanishes for $m=0$ alone, so $D_2f=0$ implies a constant field. For $D_1^2$ the Nyquist multiplier vanishes too, and a sawtooth is treated as though it were constant. This has a direct consequence for Poisson's equation $V''=-\rho/\varepsilon_0$, with charge density $\rho$. With $D_2$ it can be solved on the grid for every $\rho$ of zero mean. With $D_1^2$ there is no solution if $\rho$ has a Nyquist component, and when there is a solution, any multiple of the sawtooth can be added to it. A related mismatch remains when the potential is found with $D_2$ and the field is then computed as $-D_1V$: the divergence of this field is $-D_1^2V$, which lacks the Nyquist part of $\rho/\varepsilon_0$.

The same defect appears for a position-dependent coefficient. Let $\varepsilon(x)$ be positive and replace the operator $-\frac{d}{dx}\varepsilon\frac{d}{dx}$ by $D_1^T\varepsilon D_1$, where $\varepsilon$ is now the diagonal matrix of its samples. Then
\begin{equation}
f^TD_1^T\varepsilon D_1f=\sum_j\varepsilon(x_j)\,|(D_1f)_j|^2 ,
\end{equation}
which vanishes if and only if $D_1f=0$, that is, for any combination of a constant and a sawtooth. Zeroing the first derivative is right for the first derivative, but an operator assembled from two such factors needs separate attention to its Nyquist component.

In a Schrödinger equation this loss of curvature becomes a loss of kinetic energy. For an electron of mass $m_e$ in the normalized sawtooth state $n/\sqrt N$, the two forms of the kinetic energy give
\begin{equation}
-\frac{\hbar^2}{2m_e}\frac{n^TD_2n}{N}=\frac{\hbar^2k_N^2}{2m_e}=37.60\ \mathrm{eV},
\qquad
-\frac{\hbar^2}{2m_e}\frac{n^TD_1^2n}{N}=0 ,
\end{equation}
with the number taken for the spacing of 0.1 nm. The state that oscillates fastest on the grid should be the most expensive; with $D_1^2$ it costs nothing.

To see what this does to a spectrum, let the electron move in the potential energy $U_0\cos qx$ with $U_0=2$ eV, and consider the states of period $L$. An independent reference comes from the continuous equation
\begin{equation}
-\frac{\hbar^2}{2m_e}\psi''(x)+U_0\cos(qx)\,\psi(x)=E\psi(x).
\end{equation}
Put $z=\pi x/L$, so that $qx=2z$ and each derivative with respect to $x$ yields a factor $\pi/L$. Dividing by the energy
\begin{equation}
u=\frac{\hbar^2}{2m_e}\frac{\pi^2}{L^2}=0.58755\ \mathrm{eV}
\end{equation}
and moving all terms to one side gives Mathieu's equation
\begin{equation}
\frac{d^2\psi}{dz^2}+\left(a-2Q\cos2z\right)\psi=0,\qquad
a=\frac Eu,\qquad Q=\frac{U_0}{2u}=1.702 .
\end{equation}
Period $L$ in $x$ is period $\pi$ in $z$. The lowest characteristic values for this period, called $a_0$, $b_2$ and $a_2$, belong to an even, an odd and an even function. Multiplied by $u$ they give $-0.6820$, $2.2101$ and $2.8879$ eV.

The eight-point Hamiltonian with $D_2$ reproduces these three energies to the digits quoted. With $D_1^2$ the lowest four energies are
\begin{equation}
-0.6820,\qquad -0.0946,\qquad 2.2101,\qquad 2.8879\ \mathrm{eV}.
\end{equation}
The second has no counterpart in the continuous problem. The squared overlap of its state with the normalized sawtooth is 0.995, which identifies it. The other three levels are almost unaffected, so a look at the ground-state energy alone would not disclose the intruder.

Its energy can be estimated by second-order perturbation theory in $U_0$. On the grid, $U_0\cos qx_j=\tfrac12U_0(e^{iqx_j}+e^{-iqx_j})$ couples each wave to its two neighbours in $m$ with strength $U_0/2=1$ eV. For $N=8$ the sawtooth has $m=4$, and its neighbours are $m=3$ and $m=5$, the latter being an alias of $m=-3$. Both have the kinetic energy
\begin{equation}
\frac{\hbar^2(3q)^2}{2m_e}=9\,(4u)=36\,(0.58755\ \mathrm{eV})=21.15\ \mathrm{eV},
\end{equation}
because $q=2\pi/L$ makes $\hbar^2q^2/2m_e=4u$. The unperturbed sawtooth has zero kinetic energy in this faulty Hamiltonian, and its mean potential energy is zero. Hence
\begin{equation}
E\simeq-2\,\frac{(1\ \mathrm{eV})^2}{21.15\ \mathrm{eV}}=-0.0946\ \mathrm{eV},
\end{equation}
in agreement with the computed level to the digits shown. The last digit agrees partly by accident. At fourth order the two paths that continue to $m=\pm2$, of kinetic energy $16u=9.40$ eV, add $-2/(21.15^2\times9.40)\ \mathrm{eV}=-0.00048$ eV, while the normalization term adds $+0.0946\times2/21.15^2\ \mathrm{eV}=+0.00042$ eV; for $N=8$ these two nearly cancel. The sawtooth is also degenerate with the constant wave in this Hamiltonian, but four steps in $m$ separate them, so the potential does not connect the two at second order. The estimate confirms the mechanism: the false level sits near zero because its kinetic energy has been removed, and the potential lowers it slightly.

In several dimensions the permission to keep Nyquist terms holds for pure second derivatives, not for mixed ones. Take two grid directions with $N$ points each and write the Fourier waves as $e^{i(m_1\theta_1+m_2\theta_2)}$, where $\theta_1$ and $\theta_2$ are phases that run over $2\pi$ across the cell. The reality condition becomes $d(-m_1,-m_2)=d(m_1,m_2)^*$, by the same renaming of indices as in one dimension. The mixed derivative $\partial^2/\partial\theta_1\partial\theta_2$ has the multiplier $-m_1m_2$. If $m_1$ is the Nyquist index and $0<|m_2|<N/2$, the partner of $(m_1,m_2)$ is stored as $(m_1,-m_2)$, because $-m_1$ is an alias of $m_1$. The two raw multipliers are $-m_1m_2$ and $+m_1m_2$. They are real but unequal, so the raw mixed derivative turns some real fields into complex ones.

An orthogonal cell has no mixed term in its Laplacian, and the raw squares can be used there. An oblique cell has one. With reciprocal vectors $\mathbf b_1$ and $\mathbf b_2$ the phases are $\theta_i=\mathbf b_i\cdot\mathbf r$, and the chain rule gives
\begin{equation}
\nabla=\sum_i\mathbf b_i\frac{\partial}{\partial\theta_i},\qquad
\nabla^2=\sum_{i,j}\mathbf b_i\cdot\mathbf b_j
\frac{\partial^2}{\partial\theta_i\partial\theta_j}.
\end{equation}
For two vectors of equal length $b$ at $60^\circ$, $\mathbf b_1\cdot\mathbf b_2=b^2/2$, and this product occurs twice in the double sum. The multiplier of $-\nabla^2$ is then
\begin{equation}
|\mathbf G|^2=b^2\left(m_1^2+m_2^2+m_1m_2\right),\qquad
\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2 .
\end{equation}
With $N=8$ and the Nyquist index stored as $-4$, the partners $(-4,1)$ and $(-4,-1)$ receive $(16+1-4)b^2=13b^2$ and $(16+1+4)b^2=21b^2$. Applied to the real field $\cos4\theta_1\cos\theta_2$, whose samples are $(-1)^{j_1}\tfrac12(e^{i\theta_2}+e^{-i\theta_2})$, where $j_1$ numbers the grid points along $\theta_1$, the raw Laplacian gives
\begin{equation}
-\frac{b^2}{2}(-1)^{j_1}\left(13e^{i\theta_2}+21e^{-i\theta_2}\right)
=-b^2(-1)^{j_1}\left(17\cos\theta_2-4i\sin\theta_2\right).
\end{equation}
The imaginary part reaches $4b^2$ for a field of unit amplitude.

For a given choice of $\mathbf b_1$ and $\mathbf b_2$, the symmetric interpolant fixes a value. It has a factor $\cos(N\theta_1/2)$ for a Nyquist index in direction 1, multiplied by some function $g(\theta_2)$, and
\begin{equation}
\frac{\partial^2}{\partial\theta_1\partial\theta_2}
\left[\cos\!\left(\tfrac N2\theta_1\right)g(\theta_2)\right]
=-\tfrac N2\sin\!\left(\tfrac N2\theta_1\right)g'(\theta_2),
\end{equation}
which vanishes at the grid points. The cross term is therefore dropped when either index is Nyquist, and the squares are kept. Both partners then receive $17b^2$, the average of 13 and 21. This value follows from the interpolant and is not forced by reality and symmetry. Assigning to both partners the smaller value, $13b^2$, which belongs to the shortest of the aliased vectors $(\pm4,\pm1)$, would also give a real symmetric matrix; it corresponds to interpolation by a different function, with a single oblique wave and its conjugate. The value $17b^2$ also depends on how the cell is described. With the reciprocal vectors $\mathbf b_1$ and $\mathbf b_2-\mathbf b_1$, which span the same lattice at $120^\circ$ and give the same grid points, a wave has the indices $(m_1+m_2,\,m_2)$ and $|\mathbf G|^2=b^2(m_1'^2+m_2'^2-m_1'm_2')$ in terms of these new indices. The two partners become $(-3,1)$ and $(-5,-1)$, an alias of $(3,-1)$; neither is Nyquist, and both receive $(9+1+3)b^2=13b^2$.

When both indices are Nyquist, the wave is its own partner and its raw multiplier is real, so no imaginary part gives a warning. The value still depends on the storage convention: equal signs of the two indices give $|\mathbf G|^2=\tfrac34N^2b^2$ and opposite signs give $\tfrac14N^2b^2$. The symmetric interpolant gives their average, $\tfrac12N^2b^2$. Taking the real part of the final field, which was sufficient for the first derivative in one dimension, does not remove this dependence.

For the gradient, the formula $\nabla=\sum_i\mathbf b_i\,\partial/\partial\theta_i$ shows where the zeros belong. If $m_1$ is Nyquist, the coefficient of $\mathbf b_1$ is set to zero, while $im_2$, the coefficient of $\mathbf b_2$, stays unless $m_2$ is Nyquist as well. In an oblique cell this differs from zeroing a Cartesian component of $\mathbf G$, and also from discarding the whole Fourier coefficient. The matrix properties, the interpolants, the model potential, the electron levels and the oblique cell are checked numerically in the numerical check.

\section*{Computed results}
\begin{verbatim}
grid points N = 8, period L = 0.8 nm, spacing = 0.100 nm
Nyquist wave number k_N = 31.4159 1/nm
V1 = 1.0 V, A = 0.1 V, phase = 60.0 deg
sampled Nyquist amplitude A cos(phi) = 0.0500 V
j, V (V), field -dV/dx (V/nm): true, zeroed, raw real, raw imag
0 0.0500 -5.1333 -7.8540 -7.8540 1.5708
1 0.6571 -8.2743 -5.5536 -5.5536 -1.5708
2 1.0500 2.7207 0.0000 0.0000 1.5708
3 0.6571 2.8329 5.5536 5.5536 -1.5708
4 0.0500 10.5747 7.8540 7.8540 1.5708
5 -0.7571 2.8329 5.5536 5.5536 -1.5708
6 -0.9500 2.7207 0.0000 0.0000 1.5708
7 -0.7571 -8.2743 -5.5536 -5.5536 -1.5708
largest raw imaginary field = 1.5708 V/nm
largest missing true field = 2.7207 V/nm
j, d2V/dx2 (V/nm^2): true, spectral with Nyquist kept
0 -49.348 -49.348
1 5.730 5.730
2 -111.033 -111.033
null vectors: D2 1, D1 squared 2
sawtooth kinetic energy with D2 = 37.6030 eV
sawtooth kinetic energy with D1^2 = 0.0000 eV
electron potential amplitude U0 = 2.0 eV
Mathieu energy unit = 0.58755 eV, q = 1.70199
lowest levels, Mathieu (eV): -0.68200 2.21009 2.88789
lowest levels, D2 (eV): -0.68200 2.21009 2.88789
lowest levels, D1^2 (eV): -0.68201 -0.09460 2.21009 2.88793
sawtooth weights, D2: 0.00000 0.00000 0.00000
sawtooth weights, D1^2: 0.00002 0.99547 0.00000 0.00001
60 deg reciprocal cell, |G|^2 in units of b^2:
raw index (-4, 1): 13
raw index (-4,-1): 21
symmetric value for both: 17
raw Laplacian of cos(4 t1)cos(t2), largest imaginary part: 4.0000 b^2
Nyquist coefficient of cube root of 1+0.5cos: 4.072e-04
\end{verbatim}
